Reversible Electron Exchange at the Energy of Equal Occupation

**Two reservoirs and an energy filter**

A hot and a cold electron reservoir are joined by a conductor that lets electrons through in a narrow range of energy. The hot reservoir has more electrons in states far above its chemical potential, so electrons can flow from hot to cold even when the cold side has the higher chemical potential. They climb an electrical hill, and an external circuit can collect work as they return. Heat normally flows irreversibly between bodies at different temperatures. Can electrons carry heat across a finite temperature difference without creating entropy?

They can, in a limit. There is one energy at which the two reservoirs have equal occupations. As a sharp transmission energy approaches it from above, the efficiency tends to the Carnot value and the power tends to zero. At the energy itself no net work is done and no net heat flows, so the efficiency is the undefined ratio 0/0. Carnot efficiency at zero power means the value approached, not the value of that ratio.

Let the temperatures be T_h > T_c and the chemical potentials μ_c > μ_h. The equations use atomic units with k_B = 1, so temperatures are energies and entropies are pure numbers. Numerical energies are in eV. Currents are positive from hot to cold. Define

Δμ = μ_c − μ_h,  η_C = 1 − T_c/T_h,  B = 1/T_c − 1/T_h.

All three are positive. The electrons are non-interacting and cross elastically, keeping their energy E. The reservoirs are so large that one transfer does not noticeably change their temperatures or chemical potentials. No heat passes by any other route, such as lattice vibrations.

**First derivation: the entropy of one transfer**

For a reservoir at fixed volume, the change of entropy is

dS = (dU − μ dN)/T.

When an electron of energy E leaves the hot reservoir, dU = −E and dN = −1. When it enters the cold one, dU = +E and dN = +1. Therefore

ΔS_h = −(E − μ_h)/T_h,
ΔS_c = +(E − μ_c)/T_c.

The heat taken from the hot side is thus q_h = E − μ_h, not E, because removing a particle at fixed entropy already changes the reservoir's energy by −μ_h. The heat given to the cold side is q_c = E − μ_c. Their difference is the work made available:

q_h − q_c = μ_c − μ_h = Δμ.

The total entropy change per electron moved from hot to cold is

s(E) = (E − μ_c)/T_c − (E − μ_h)/T_h
     = E B − (μ_c/T_c − μ_h/T_h).

It is linear in E with positive slope B, so it vanishes at one energy, E0. Setting it to zero and multiplying by T_h T_c gives

(E0 − μ_c) T_h = (E0 − μ_h) T_c,
E0 = (μ_c T_h − μ_h T_c)/(T_h − T_c).

Since s is linear and vanishes at E0,

s(E) = B(E − E0).

A transfer at E0 creates no entropy. The entropy lost by the hot reservoir equals that gained by the cold one, although their temperatures differ.

To see that this is the energy of equal occupation, write the Fermi function as

f = 1/(e^x + 1),  x = (E − μ)/T.

It decreases strictly with x, so f_h = f_c requires x_h = x_c. But s(E) = x_c − x_h. Equal occupation and zero entropy change are therefore the same condition.

The work and heat at E0 follow by subtraction:

E0 − μ_h = (μ_c T_h − μ_h T_c − μ_h T_h + μ_h T_c)/(T_h − T_c)
         = T_h Δμ/(T_h − T_c)
         = Δμ/η_C.

Work divided by heat from the hot side is then

Δμ/(E0 − μ_h) = η_C.

This is the Carnot ratio for one transfer. To learn whether such transfers add up to a net flow, compare the two directions. In a weak-tunnelling picture, a forward transfer needs a filled state on the hot side and an empty one on the cold side. A backward transfer needs the opposite, and the tunnelling probability is the same both ways. From the Fermi function, f/(1 − f) = e^(−x), so

forward/backward = f_h(1 − f_c)/[f_c(1 − f_h)]
                 = e^(−x_h) e^(x_c)
                 = e^(s(E)).

At E0 the ratio is one. Electrons still cross, but equally often in both directions, and the net current and power are zero. Slightly above E0, s is small and positive and the forward direction wins slightly. The net flow has a direction because each forward transfer creates a little entropy. As that entropy goes to zero, so does the bias that drives the flow.

**Second derivation: currents through an energy window**

The same result follows from the steady currents, without starting from an entropy balance. Take one ballistic channel with two spin states, which transmits perfectly inside an energy window and not at all outside it.

In a periodic box of length L, travelling states have wave numbers spaced by 2π/L. An occupied state moving at velocity v carries v/L electrons per unit time past a point. Right-movers come from the hot side with occupation f_h, left-movers from the cold side with occupation f_c. With two spins, and D = f_h − f_c, the net particle current is

J = 2 ∫ (L dk/2π)(v/L) D = (1/π) ∫ v D dk.

Since v = dE/dk in atomic units, v dk = dE and

J = (1/π) ∫ D(E) dE.

Each net electron delivers work Δμ and draws heat E − μ_h, so the power and the heat current from the hot side are

P = Δμ J,
Q_h = (1/π) ∫ (E − μ_h) D(E) dE.

For a window so narrow that E and D hardly vary across it, D and the width cancel from the ratio:

η(E) = P/Q_h = Δμ/(E − μ_h).

The cancellation requires D ≠ 0, which is why the limit has to be approached. Solving D = 0 gives x_h = x_c and hence the same E0. Let ε = E − E0. Using E0 − μ_h = Δμ/η_C,

η = Δμ/(Δμ/η_C + ε)
  = η_C/(1 + η_C ε/Δμ).

As ε falls to zero from above, η rises to η_C.

The power follows from the slope of D. Because df/dx = −f(1 − f) and dx/dE = 1/T,

df/dE = −f(1 − f)/T.

Both occupations equal f0 at E0, so near that energy

D ≈ a ε,  a = f0(1 − f0)(1/T_c − 1/T_h) = f0(1 − f0)B.

A window of small width w centred at ε, with w ≪ ε, therefore gives

P ≈ Δμ w a ε/π.

The power vanishes linearly. The rate of entropy production comes from the two heat currents, with Q_c the heat entering the cold reservoir:

Ṡ = Q_c/T_c − Q_h/T_h
  = (1/π) ∫ [(E − μ_c)/T_c − (E − μ_h)/T_h] D dE
  = (1/π) ∫ B ε D dε.

Above E0 both ε and D are positive; below it both are negative. The integrand is never negative, as the second law requires. Near E0 it is approximately B a ε², so entropy production vanishes quadratically while power vanishes linearly. Both laws are per unit window width. The quadratic law needs w ≪ ε, while the linear one needs only that the term a ε dominate the current. If the window is narrowed so that w ≪ ε is kept, the ratio Ṡ/P goes to zero in proportion to ε, which is the sense in which the operation becomes reversible. At fixed w the ratio stops falling once ε becomes comparable with w, as the section on finite width shows.

**The other side of the crossing**

Just below E0 the cold reservoir has the larger occupation, and net electrons flow from cold to hot. Each moves down from μ_c to μ_h, so the external circuit must supply work Δμ to return it. If E > μ_c, each also removes heat E − μ_c from the cold reservoir. The device is a refrigerator with coefficient of performance

COP = (E − μ_c)/Δμ.

At the crossing,

E0 − μ_c = (E0 − μ_h) − Δμ = T_c Δμ/(T_h − T_c),

so the COP tends to T_c/(T_h − T_c), the Carnot value for a refrigerator. An infinitesimal shift through E0 reverses the electron flow, both heat flows and the work. That is the behaviour expected of a reversible engine.

Two limits show what E0 means. If T_c/T_h → 0 at fixed chemical potentials, E0 approaches μ_c and η_C approaches one: an electron arrives at the cold chemical potential and delivers almost no heat there. If instead T_h approaches T_c at fixed Δμ, E0 moves to high energy. The common value of x is

x0 = (E0 − μ_h)/T_h = Δμ/(T_h − T_c),

which grows without bound, so f0 becomes exponentially small. Near-equal temperatures can lift electrons through a fixed Δμ only by using rare electrons far above the chemical potentials.

**A window of finite width**

A real filter has a width, and the order in which small quantities vanish matters. Let the window be centred at E0 + d and have width w, both small compared with the temperatures. Its energy averages are

⟨ε⟩ = d,  ⟨ε²⟩ = d² + w²/12.

The second follows from [(d + w/2)³ − (d − w/2)³]/(3w). The current needs D to second order, D ≈ aε + bε²/2. Differentiating df/dE once more gives

d²f/dE² = f(1 − f)(1 − 2f)/T².

Subtracting the cold value from the hot one at E0, and factoring the difference of squares,

b = f0(1 − f0)(1 − 2f0)(1/T_h² − 1/T_c²)
  = −a(1 − 2f0)(1/T_h + 1/T_c).

Hence, keeping D to second order in the current, where the linear term can cancel, and to first order in the entropy production, where it cannot,

J ≈ (w/π)[a d + (b/2)(d² + w²/12)],
Ṡ ≈ (w/π) B a(d² + w²/12).

When the term a d dominates the current, the entropy per net electron is

σ = Ṡ/J ≈ B[d + w²/(12d)].

For this to vanish, both d and w²/d must go to zero. The window may even include E0, provided its offset is large enough to keep the net current from being cancelled.

To convert σ into lost efficiency, put Q_c = Q_h − P into the definition of Ṡ and multiply by T_c:

T_c Ṡ = Q_h − P − (T_c/T_h)Q_h = η_C Q_h − P.

Dividing by Q_h gives η_C − η = T_c Ṡ/Q_h. Writing E − μ_h = Δμ/η_C + ε in the heat integral gives Q_h = JΔμ/η_C + Ṡ/B. When d + w²/(12d) is small compared with Δμ/η_C, the second term can be dropped. With T_c B = η_C this gives

η_C − η ≈ (η_C²/Δμ)[d + w²/(12d)].

At fixed w the bracket is smallest when its derivative, 1 − w²/(12d²), is zero. This gives

d = w/√12,  smallest loss ≈ η_C² w/(√3 Δμ).

A window centred on E0 behaves differently. With d = 0 the linear term cancels from the current but not from the entropy production:

J ≈ w³b/(24π),  Ṡ ≈ w³Ba/(12π).

Both scale as w³, so their ratio survives as w → 0:

σ = Ṡ/|J| → 2Ba/|b| = 2B/[(1 − 2f0)(1/T_h + 1/T_c)].

The upper half of the window sends electrons from hot to cold, and the lower half sends them back. The particle flows nearly cancel, while both halves create entropy. Since E0 > μ_h, f0 < 1/2 and b < 0, so the small net current runs from cold to hot. Narrowing a centred window makes the total entropy production vanish, but does not make the process reversible per net electron.

**A worked example**

Take the model values T_h = 0.040 eV, T_c = 0.030 eV, μ_h = 0 and μ_c = 0.020 eV. Then

η_C = 1 − 0.030/0.040 = 0.25,
E0 = (0.020 × 0.040)/(0.040 − 0.030) = 0.080 eV.

At this energy x_h = 0.080/0.040 = 2 and x_c = 0.060/0.030 = 2. The common occupation is 0.119. An electron takes 0.080 eV of heat from the hot side, delivers 0.020 eV of work and leaves 0.060 eV of heat on the cold side. The work fraction is 0.020/0.080 = 0.25.

The entropy balance was tested on reservoirs made of explicit energy levels. A tenth of an electron, with its share of the energy, was moved in each direction, each reservoir was brought to its new equilibrium, and its entropy was counted from the occupations. Per electron at E0, the hot side lost 2.00000 k_B and the cold side gained 2.00000 k_B. At 0.010 eV above E0 the total was +0.08333 k_B, in agreement with B ε = 8.3333 × 0.010. The current formula was tested separately against a sum over travelling states in a long box.

For a generator window of width 10⁻⁵ eV, the approach to E0 is:

- ε = 0.0200 eV: efficiency 0.2000, power 1.05 × 10⁶ eV/s
- ε = 0.0050 eV: efficiency 0.2353, power 3.78 × 10⁵ eV/s
- ε = 0.0010 eV: efficiency 0.2469, power 8.28 × 10⁴ eV/s
- ε = 0.0001 eV: efficiency 0.2497, power 8.44 × 10³ eV/s

The first efficiency is 0.020/(0.080 + 0.020) = 0.20. Over the last tenfold reduction of ε, the power falls by a factor 9.8, close to the linear law. The entropy per electron falls by a factor 10, so the entropy production rate falls by about 98, close to the quadratic law. The small departure from 10 and 100 comes from the curvature b, which lowers the current by about 2% at ε = 0.001 eV.

On the refrigerator side, the COP is 2.50 at ε = −0.010 eV and 2.995 at ε = −0.0001 eV, approaching 0.030/0.010 = 3.

Now widen the window to 10⁻⁴ eV. The best offset found numerically is 0.289 w, as 1/√12 predicts. The smallest efficiency loss is 1.80 × 10⁻⁴, measured as the difference from η_C, or about 0.07% of η_C. The formula gives

0.25² × 10⁻⁴/(√3 × 0.020) = 1.80 × 10⁻⁴.

For a centred window, 1 − 2f0 = 0.762 and 1/T_h + 1/T_c = 58.3 eV⁻¹. The limiting entropy per net electron is

2 × 8.333/(0.762 × 58.3) = 0.375 k_B.

This device cools the cold reservoir, but inefficiently. If each electron removes heat q_c and the circuit supplies Δμ, the hot side receives q_c + Δμ, and

σ = (q_c + Δμ)/T_h − q_c/T_c = Δμ/T_h − B q_c.

Solving for q_c/Δμ and using 1/(B T_h) = T_c/(T_h − T_c),

COP = T_c/(T_h − T_c) − σ/(BΔμ)
    = 3 − 0.375/(8.333 × 0.020)
    = 0.75.

That is a quarter of the Carnot value, even in the limit of zero width. Cooling occurs here because σ is below Δμ/T_h = 0.5; for σ above that ratio q_c is negative and the cold reservoir is heated. The hot side receives q_c + Δμ = (Δμ/T_c − σ)/B, so it is heated as well only while σ < Δμ/T_c. For larger σ it loses heat, and the cold side receives both that heat and the work supplied.

A parallel heat leak K also changes the limit, because the efficiency becomes P/(Q_h + K). For the window of width 10⁻⁵ eV and K = 10⁵ eV/s, it is 0.196 at ε = 0.020 eV, 0.222 at 0.005 eV and 0.063 at 0.0001 eV. Close to E0 the useful heat current vanishes but the leak does not, so the efficiency tends to zero. The best operating point then lies at finite power. This K, about 1.6 × 10⁻¹⁴ W, is chosen only to show the trend and is far smaller than a lattice leak. A single fully transmitting phonon channel between these temperatures carries π²(T_h² − T_c²)/(6h) ≈ 2.8 × 10¹¹ eV/s, with h Planck's constant in eV s. With that leak the best efficiency of so narrow a window is about 5 × 10⁻⁶. The numerical output lists the remaining values.

**What the two derivations assume**

Both derivations need thermal reservoirs, elastic transfer and no other heat path. They use these assumptions differently.

The entropy argument follows a single transfer. Its Carnot ratio needs the thermodynamic relation for dS, but not the shape of the Fermi function, the dimension of the conductor or its transmission probability. The Fermi function enters when zero entropy change is identified with equal occupation. The weak-tunnelling picture then supplies the ratio of forward to backward transfers, but not their absolute rate. By itself this argument cannot give the power or show what a finite window does.

The current argument assumes a specific conductor: one ballistic, spin-degenerate channel with a sharp window. In return it gives the power, its linear disappearance and the condition on w²/d. A constant transmission probability below one would multiply P, Q_h and Ṡ by the same factor, leaving their ratios unchanged. A transmission that varies across a window with definite edges would change the averages ⟨ε⟩ and ⟨ε²⟩, and with them the best offset. A filter with long tails changes the scaling itself. A resonant level has a Lorentzian transmission, falling as w²/(E − E0 − d)² far from its centre, so ⟨ε²⟩ does not exist. The tails create entropy at a rate of order w² over an energy range set by the temperatures, while the current is of order w d. The term w²/(12d) is then replaced by one of order wT/d, and both the best offset and the smallest loss scale as √w rather than w. For the parameters of the example and a full width at half maximum of 10⁻⁴ eV, the best offset is about 24 w and the smallest loss about 1.4 × 10⁻², nearly eighty times the sharp-window value. Carnot efficiency is still approached as w → 0, but much more slowly.

The two pictures agree on the direction of flow because

f_h(1 − f_c) − f_c(1 − f_h) = f_h − f_c.

The blocking factors of the tunnelling picture cancel in the net rate, leaving the difference D that drives the ballistic current. Reversibility is thus a property of the energy at which electrons cross, while the power depends on how many cross and how far that energy lies from E0. If electrons exchange energy with vibrations or with each other during the crossing, an electron need not arrive with the energy it left with, and neither derivation applies as it stands. This condition tightens as the filter narrows. A resonance of width 10⁻⁵ eV holds an electron for a time of order ħ/w ≈ 66 ps, and the temperatures of the example are about 464 K and 348 K. The narrow windows used above illustrate the limit and do not describe a particular device.

Values computed for the example and the checks

```
T_h = 0.040 eV, T_c = 0.030 eV (temperatures as energies)
mu_h = 0.000 eV, mu_c = 0.020 eV, dmu = 0.020 eV
E0 by formula = 0.080000 eV, by root search = 0.080000 eV
E0 - mu_h = 0.080 eV, E0 - mu_c = 0.060 eV
common x0 = 2.0000, common occupation f0 = 0.11920
B = 1/T_c - 1/T_h = 8.3333 1/eV, slope a = 0.8749 1/eV
Carnot efficiency = 0.2500, Carnot COP = 3.0000
Counted entropy change per electron moved hot to cold (k_B):
  E-E0 = -0.010 eV: hot -1.75000, cold 1.66667, total -0.08333
  E-E0 = +0.000 eV: hot -2.00000, cold 2.00000, total 0.00000
  E-E0 = +0.010 eV: hot -2.25000, cold 2.33333, total 0.08333
Current in window E0+0.005 to E0+0.015 eV:
  box sum 3.3003e+10 1/s, integral 3.3003e+10 1/s
Generator, width 1e-05 eV; leak case 1e+05 eV/s:
  offset eV, efficiency, power eV/s, entropy k_B/electron, efficiency with leak
  0.0200  0.20000  1.0532e+06  0.16667  0.19627
  0.0100  0.22222  6.7218e+05  0.08333  0.21511
  0.0050  0.23529  3.7784e+05  0.04167  0.22150
  0.0010  0.24691  8.2758e+04  0.00833  0.19017
  0.0001  0.24969  8.4436e+03  0.00083  0.06310
Refrigerator, same width: offset eV, COP
  -0.0100  2.5000
  -0.0010  2.9500
  -0.0001  2.9950
Finite window, width 1e-04 eV:
  offset 2e-05 eV: entropy 5.1406e-04, formula 5.1389e-04 k_B/electron
  best offset/width = 0.2889, 1/sqrt(12) = 0.2887
  smallest efficiency loss = 1.8029e-04, formula 1.8042e-04
Window centred on E0: width eV, entropy k_B/electron, COP
  0.010  0.37626  0.74247
  0.003  0.37525  0.74849
  0.001  0.37516  0.74902
  zero-width limit: entropy 0.37515 k_B, COP 0.74908
```
